**Magnetic moment, gap and microwave drive of a non-Kramers doublet**

Two isolated levels of an even-electron ion carry a magnetic moment along a single axis n, may be split at zero field by a gap Δ, and are driven by the component of the magnetic microwave field along n with element (g_eff/2)(Δ/ν) in Bohr magnetons. Here g_eff is the effective g-value along n and ν the microwave frequency; D and E are the axial and rhombic anisotropy parameters, and energies are divided by h. The program asserts that random time-reversal-even Hamiltonians give one nonzero principal g-value for J = 4 and three for J = 7/2. For S = 2 it compares the formulas for the gap, g_eff, resonance fields and transition elements with diagonalization of all five levels, and it tests the effect of trigonal and tetragonal terms. With D = −120 GHz, E = 12 GHz and g = 2, the output shows Δ = 3.573 GHz, g_eff = 7.97 and a resonance at 77.9 mT for ν = 9.4 GHz and the static field along n. Direct time propagation transfers the population when the microwave field lies along n, but not when it lies along x or when E = 0. A further test confirms that, for E = 0, a perpendicular static field splits the pair in fourth order.

## Numerical check

```python
# RESULT UNDER TEST: two isolated levels of an even-electron ion have a
# magnetic moment along a single axis n only (g_perp = 0), may be split at
# zero field by a gap Delta, and are driven by the magnetic microwave
# component along n with element (g_eff/2)*(Delta/(h nu)) in Bohr magnetons.
# Model: H = D(Sz^2-S(S+1)/3) + E(Sx^2-Sy^2) + g muB B.S, energies/h in GHz,
# magnetic fields in mT. Time reversal is T = exp(-i pi Sy) * conjugation.
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy import constants as const

MUB = const.physical_constants["Bohr magneton"][0] / const.h * 1e-12  # GHz/mT
D, E, G, NU = -120.0, 12.0, 2.0, 9.4


def spin_matrices(S):
    m = S - np.arange(int(round(2 * S)) + 1)
    plus = np.diag(np.sqrt(S * (S + 1) - m[1:] * (m[1:] + 1)), 1).astype(complex)
    minus = plus.conj().T
    return [(plus + minus) / 2, (plus - minus) / 2j, np.diag(m).astype(complex)]


def hamiltonian(spin, d, e, field):
    sx, sy, sz = spin
    casimir = sx @ sx + sy @ sy + sz @ sz
    h = d * (sz @ sz - casimir / 3) + e * (sx @ sx - sy @ sy)
    return h + G * MUB * sum(b * s for b, s in zip(field, spin))


def gap(h):
    w = np.linalg.eigvalsh(h)
    return w[1] - w[0]


def projected(h, ops):
    v = np.linalg.eigh(h)[1][:, :2]
    return [v.conj().T @ o @ v for o in ops]


def g_along_axes(h, spin, g):
    # a doublet moment (g_i/2)*sigma has trace of its square g_i^2/2
    return [g * np.sqrt(2) * np.linalg.norm(m) for m in projected(h, spin)]


def principal_values(h, spin):
    rows = [np.concatenate([m.real.ravel(), m.imag.ravel()])
            for m in projected(h, spin)]
    return np.sqrt(2) * np.linalg.svd(np.array(rows), compute_uv=False)


def element(h, op):
    v = np.linalg.eigh(h)[1]
    return abs(v[:, 1].conj() @ op @ v[:, 0])


# --- rank of the moment for random time-even Hamiltonians ---
rng = np.random.default_rng(7)
random_g = {}
for J in (4.0, 3.5):
    spin = spin_matrices(J)
    U = expm(-1j * np.pi * spin[1])
    for s in spin:
        assert np.allclose(U @ s.conj() @ U.conj().T, -s, atol=1e-10)
    for trial in range(20):
        n = len(U)
        a = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
        a = a + a.conj().T
        h = (a + U @ a.conj() @ U.conj().T) / 2
        values = principal_values(h, spin)
        if J == 4.0:
            assert values[1] < 1e-9 and values[0] > 1e-4
            assert gap(h) > 1e-6
        else:
            assert values[2] > 1e-5
            assert gap(h) < 1e-10
        if trial == 0:
            random_g[J] = values

# --- S = 2: zero-field gap and effective g ---
s2 = spin_matrices(2.0)
sx, sy, sz = s2
h0 = hamiltonian(s2, D, E, (0, 0, 0))
delta = 2 * (np.sqrt(D**2 + 3 * E**2) - abs(D))
phi = 0.5 * np.arctan(np.sqrt(3) * abs(E) / abs(D))
g_eff = 4 * G * np.cos(phi)
g_s2 = g_along_axes(h0, s2, G)
assert abs(gap(h0) - delta) < 1e-9
assert abs(g_s2[2] - g_eff) < 1e-9 and max(g_s2[:2]) < 1e-9
delta_approx = 3 * E**2 / abs(D)
assert abs(delta_approx / delta - 1) < 0.02  # next order is (3/4)(E/D)^2

# --- Kramers contrast, same D and E ---
s32 = spin_matrices(1.5)
hk = hamiltonian(s32, D, E, (0, 0, 0))
g_k = g_along_axes(hk, s32, G)
g_k_axial = g_along_axes(hamiltonian(s32, D, 0, (0, 0, 0)), s32, G)
assert gap(hk) < 1e-10 and min(g_k) > 0.1 and max(g_k_axial[:2]) < 1e-9

# --- symmetry, not time reversal, protects the degeneracy ---
plus = sx + 1j * sy
cube = np.linalg.matrix_power(plus, 3)
cube = cube + cube.conj().T
axial = hamiltonian(s2, D, 0, (0, 0, 0))
trigonal = axial + 5.0 * (sz @ cube + cube @ sz)
g_tri = g_along_axes(trigonal, s2, G)
assert gap(trigonal) < 1e-9 and max(g_tri[:2]) < 1e-9
assert abs(g_tri[2] - 4 * G) > 0.01  # the trigonal term really mixes states
quart = np.linalg.matrix_power(plus, 4)
q4 = 0.1
tetra_gap = gap(axial + q4 / 2 * (quart + quart.conj().T))
assert abs(tetra_gap - 24 * q4) < 1e-9

# --- resonance fields from full diagonalization and from the doublet ---
theta = np.radians(60.0)
axis = np.array([0.0, 0.0, 1.0])
tilt = np.array([np.sin(theta), 0.0, np.cos(theta)])


def exact_field(direction):
    return brentq(lambda b: gap(hamiltonian(s2, D, E, b * direction)) - NU,
                  1.0, 400.0, xtol=1e-10)


b_axis, b_tilt = exact_field(axis), exact_field(tilt)
b_model = np.sqrt(NU**2 - delta**2) / (g_eff * MUB)
b_model_tilt = b_model / np.cos(theta)
assert abs(b_axis / b_model - 1) < 1e-3
assert abs(b_tilt / b_model_tilt - 1) < 5e-3  # field/D corrections
g_apparent = NU / (MUB * b_axis)
g_apparent_model = g_eff / np.sqrt(1 - (delta / NU)**2)
assert abs(g_apparent / g_apparent_model - 1) < 1e-3

# --- transition elements of the moment, in Bohr magnetons ---
h_axis = hamiltonian(s2, D, E, b_axis * axis)
h_tilt = hamiltonian(s2, D, E, b_tilt * tilt)
amp = g_eff / 2 * delta / NU
el_z, el_x, el_y = [element(h_axis, G * s) for s in (sz, sx, sy)]
assert abs(el_z / amp - 1) < 5e-3 and max(el_x, el_y) < 1e-9
t_par = element(h_tilt, G * (np.sin(theta) * sx + np.cos(theta) * sz))
t_perp = element(h_tilt, G * (np.cos(theta) * sx - np.sin(theta) * sz))
t_y = element(h_tilt, G * sy)
# tolerances: second-order admixture of the upper levels by the tilted field
assert abs(t_par / (amp * np.cos(theta)) - 1) < 0.03
assert abs(t_perp / (amp * np.sin(theta)) - 1) < 0.03
assert t_y < 0.05

# --- time-even drive: modulation of E ---
even_el = element(h_axis, sx @ sx - sy @ sy)
slope = 6 * E / np.sqrt(D**2 + 3 * E**2)
even_model = 0.5 * slope * np.sqrt(1 - (delta / NU)**2)
assert abs(even_el / even_model - 1) < 0.02  # leading order in field/D

# --- direct propagation of all five levels under B1 cos(2 pi nu t) ---
B1 = 1.0
rabi = MUB * B1 * amp
periods = int(round(NU / (2 * rabi)))


def transfer(h_static, op):
    nu = gap(h_static)
    steps = 64
    dt = 1 / (nu * steps)
    u = np.eye(5, dtype=complex)
    for k in range(steps):
        c = np.cos(2 * np.pi * (k + 0.5) / steps)
        u = expm(-2j * np.pi * dt * (h_static + MUB * B1 * c * G * op)) @ u
    v = np.linalg.eigh(h_static)[1]
    total = np.linalg.matrix_power(u, periods)
    return abs(v[:, 1].conj() @ total @ v[:, 0])**2


p_z, p_x = transfer(h_axis, sz), transfer(h_axis, sx)
p_nogap = transfer(hamiltonian(s2, D, 0, b_axis * axis), sz)
assert p_z > 0.98 and p_x < 1e-3 and p_nogap < 1e-9

# --- purely perpendicular field acts only in fourth order when E = 0 ---


def perp_gap(b):
    return gap(hamiltonian(s2, D, 0, (b, 0, 0)))


def perp_law(b):
    return (G * MUB * b)**4 / (12 * abs(D)**3)


assert abs(perp_gap(200.0) / perp_law(200.0) - 1) < 0.02
order = np.log2(perp_gap(400.0) / perp_gap(200.0))
assert abs(order - 4) < 0.05

print(f"muB/h = {MUB:.7f} GHz/mT")
print(f"D = {D:.1f} GHz, E = {E:.1f} GHz, g = {G:.1f}, nu = {NU:.1f} GHz")
print("Random J=4 pair, principal values (g_J=1):",
      " ".join(f"{x:.4f}" for x in random_g[4.0]))
print("Random J=7/2 doublet, principal values (g_J=1):",
      " ".join(f"{x:.4f}" for x in random_g[3.5]))
print(f"S=2 gap, diagonalization = {gap(h0):.5f} GHz")
print(f"S=2 gap, closed formula = {delta:.5f} GHz")
print(f"S=2 gap, 3E^2/|D| = {delta_approx:.5f} GHz")
print(f"S=2 gap converted = {delta * 1e9 / const.c / 100:.5f} cm^-1")
print(f"Mixing angle phi = {np.degrees(phi):.3f} degrees")
print("S=2 pair gx gy gz:", " ".join(f"{x:.4f}" for x in g_s2))
print(f"g_eff formula = {g_eff:.4f}")
print("S=3/2 doublet gx gy gz:", " ".join(f"{x:.4f}" for x in g_k))
print("S=3/2, E=0, gx gy gz:", " ".join(f"{x:.4f}" for x in g_k_axial))
print(f"S=3/2 zero-field gap = {abs(gap(hk)):.5f} GHz")
print(f"Trigonal S=2 gap = {abs(gap(trigonal)):.5f} GHz")
print("Trigonal S=2 gx gy gz:", " ".join(f"{x:.4f}" for x in g_tri))
print(f"Tetragonal coefficient = {q4:.2f} GHz, gap = {tetra_gap:.4f} GHz")
print(f"Resonance field along n, exact = {b_axis:.3f} mT")
print(f"Resonance field along n, doublet = {b_model:.3f} mT")
print(f"Resonance field at 60 degrees, exact = {b_tilt:.3f} mT")
print(f"Resonance field at 60 degrees, doublet = {b_model_tilt:.3f} mT")
print(f"Apparent g, exact = {g_apparent:.4f}, formula = {g_apparent_model:.4f}")
print(f"Delta/(h nu) = {delta / NU:.4f}")
print(f"B0 along n: element for B1 along n = {el_z:.4f} muB")
print(f"B0 along n: doublet formula = {amp:.4f} muB")
print(f"B0 along n: B1 along x = {el_x:.4f}, along y = {el_y:.4f} muB")
print(f"Tilted B0: B1 parallel to B0, exact = {t_par:.4f} muB")
print(f"Tilted B0: parallel, doublet = {amp * np.cos(theta):.4f} muB")
print(f"Tilted B0: B1 perpendicular in plane, exact = {t_perp:.4f} muB")
print(f"Tilted B0: perpendicular, doublet = {amp * np.sin(theta):.4f} muB")
print(f"Tilted B0: B1 along y, exact = {t_y:.4f} muB")
print(f"Element of Sx^2-Sy^2: exact = {even_el:.4f}, doublet = {even_model:.4f}")
print(f"B1 = {B1:.1f} mT, Rabi frequency = {rabi:.5f} GHz")
print(f"Pulse length = {periods} microwave periods = {periods / NU:.2f} ns")
print(f"Transferred population, B1 along n = {p_z:.4f}")
print(f"Transferred population, B1 along x = {p_x:.6f}")
print(f"Transferred population, B1 along n, E=0 = {p_nogap:.6f}")
print(f"E=0, B=200 mT along x: exact gap = {perp_gap(200.0):.4e} GHz")
print(f"E=0, B=200 mT along x: quartic law = {perp_law(200.0):.4e} GHz")
print(f"Power of B from 200 and 400 mT = {order:.3f}")
print("success")
```

Running it gives:

```
muB/h = 0.0139962 GHz/mT
D = -120.0 GHz, E = 12.0 GHz, g = 2.0, nu = 9.4 GHz
Random J=4 pair, principal values (g_J=1): 0.8762 0.0000 0.0000
Random J=7/2 doublet, principal values (g_J=1): 3.0213 1.6996 1.6501
S=2 gap, diagonalization = 3.57340 GHz
S=2 gap, closed formula = 3.57340 GHz
S=2 gap, 3E^2/|D| = 3.60000 GHz
S=2 gap converted = 0.11920 cm^-1
Mixing angle phi = 4.913 degrees
S=2 pair gx gy gz: 0.0000 0.0000 7.9706
g_eff formula = 7.9706
S=3/2 doublet gx gy gz: 0.5619 0.6205 5.9413
S=3/2, E=0, gx gy gz: 0.0000 0.0000 6.0000
S=3/2 zero-field gap = 0.00000 GHz
Trigonal S=2 gap = 0.00000 GHz
Trigonal S=2 gx gy gz: 0.0000 0.0000 7.6921
Tetragonal coefficient = 0.10 GHz, gap = 2.4000 GHz
Resonance field along n, exact = 77.936 mT
Resonance field along n, doublet = 77.935 mT
Resonance field at 60 degrees, exact = 156.014 mT
Resonance field at 60 degrees, doublet = 155.870 mT
Apparent g, exact = 8.6174, formula = 8.6176
Delta/(h nu) = 0.3801
B0 along n: element for B1 along n = 1.5151 muB
B0 along n: doublet formula = 1.5150 muB
B0 along n: B1 along x = 0.0000, along y = 0.0000 muB
Tilted B0: B1 parallel to B0, exact = 0.7614 muB
Tilted B0: parallel, doublet = 0.7575 muB
Tilted B0: B1 perpendicular in plane, exact = 1.3009 muB
Tilted B0: perpendicular, doublet = 1.3120 muB
Tilted B0: B1 along y, exact = 0.0107 muB
Element of Sx^2-Sy^2: exact = 0.2744, doublet = 0.2734
B1 = 1.0 mT, Rabi frequency = 0.02120 GHz
Pulse length = 222 microwave periods = 23.62 ns
Transferred population, B1 along n = 1.0000
Transferred population, B1 along x = 0.000000
Transferred population, B1 along n, E=0 = 0.000000
E=0, B=200 mT along x: exact gap = 4.7359e-05 GHz
E=0, B=200 mT along x: quartic law = 4.7376e-05 GHz
Power of B from 200 and 400 mT = 3.998
success
```
